\section*{Separating thermal and static bond-length disorder in implanted, amorphized networks}

\section{What one temperature leaves open}

Suppose that the first-neighbour peak of an implanted, amorphized layer has a variance of $6.10\times10^{-3}$ Å$^2$ at 300 K. How much of it is frozen disorder? If the bonds vibrate like oscillators with a reduced mass of 36 u and a characteristic temperature of 300 K, the frozen part is $1.24\times10^{-3}$ Å$^2$. If that temperature is 400 K, the frozen part is $3.21\times10^{-3}$ Å$^2$. The same peak supports both readings. Comparison with a crystal at one temperature does not settle the matter, because amorphization can change the bond stiffness as well as the spread of bond lengths.

Cooling does not remove the difficulty either, since zero-point motion survives. What is needed is the law by which the two kinds of disorder add, and a property of the thermal part that the static part lacks.

\section{One vibrating bond}

Take two atoms whose equilibrium separation is $R$, and let their relative displacement have a component $u$ along the bond and $\mathbf u_\perp$ across it. Then
\begin{align}
r&=\sqrt{(R+u)^2+u_\perp^2}\nonumber\\
&\simeq R+u+\frac{u_\perp^2}{2R}-\frac{u\,u_\perp^2}{2R^2}.
\end{align}
To leading order the variance of $r$ is that of $u$. For independent Gaussian components, with variance $v$ along the bond and $\sigma_\perp^2$ in each transverse direction, $\operatorname{Var}(u_\perp^2)=4\sigma_\perp^4$ and $\langle u_\perp^2\rangle=2\sigma_\perp^2$. The third term of $r$ contributes its own variance and the fourth its covariance with $u$:
\begin{equation}
\operatorname{Var}(r)\simeq v+\frac{\sigma_\perp^4}{R^2}-\frac{2v\sigma_\perp^2}{R^2},
\qquad \langle r\rangle\simeq R+\frac{\sigma_\perp^2}{R}.
\end{equation}
With $R=2.5$ Å, $v=3.6\times10^{-3}$ Å$^2$ and $\sigma_\perp^2=12\times10^{-3}$ Å$^2$, quadrature over the full distance gives a variance of $3.609\times10^{-3}$ Å$^2$ and a shift of 0.0048 Å. The correction to the variance is about 0.3\% for this bond. It is dropped below, together with the temperature dependence of the mean shift. It grows roughly as $T^2$, and the last section notes what such a term does to the separation.

For a harmonic bond of reduced mass $\mu$ and angular frequency $\omega$, $u=\sqrt{\hbar/(2\mu\omega)}\,(a+a^\dagger)$. The shape of its thermal distribution follows from the characteristic function
\begin{equation}
f(q)=\langle E\rangle,\qquad E=e^{iq(a+a^\dagger)} .
\end{equation}
Let $y=\hbar\omega/k_BT$, $n=1/(e^y-1)$ and let $\rho$ be the thermal density operator. Since $a$ lowers the energy by $\hbar\omega$, $\rho a=e^{y}a\rho$. Cyclic invariance of the trace then gives $\langle aE\rangle=e^y\langle Ea\rangle$. The commutator $[a,E]=iqE$ gives $\langle aE\rangle-\langle Ea\rangle=iqf$. Eliminating $\langle Ea\rangle$,
\begin{equation}
\langle aE\rangle=\frac{iqf}{1-e^{-y}}=iq(n+1)f .
\end{equation}
For the raising operator, $\langle a^\dagger E\rangle=e^{-y}\langle Ea^\dagger\rangle$ and $[a^\dagger,E]=-iqE$, so
\begin{equation}
\langle a^\dagger E\rangle=\frac{iqf}{e^y-1}=iqnf .
\end{equation}
Therefore
\begin{equation}
f'(q)=i\langle(a+a^\dagger)E\rangle=-q(2n+1)f,
\end{equation}
and, with $f(0)=1$, $f=e^{-q^2(2n+1)/2}$. This is the characteristic function of a Gaussian with variance $2n+1=\coth(y/2)$. Restoring the length scale and defining
\begin{equation}
\theta=\frac{\hbar\omega}{k_B},\qquad C=\frac{\hbar^2}{\mu k_B},
\end{equation}
the thermal variance is
\begin{equation}
v(\theta,T)=\frac{C}{2\theta}\coth\frac{\theta}{2T}.
\label{eq:v}
\end{equation}
The Gaussian shape holds at every temperature, not just in the classical regime. A thermal density built from numerically diagonalized oscillator states agrees with it to rounding error.

\section{Many bonds with different mean lengths}

Let $R$ now be the average of the mean bond lengths in the first shell, and let bond $b$ have thermal mean length $R+s_b$ and thermal variance $v_b$. The shell's contribution to the radial distribution $4\pi r^2\rho_0g(r)$, with $\rho_0$ the atomic density, divided by the coordination number, is the probability density $p(r)$ of its bond lengths. With $r=R+s_b+u_b$,
\begin{align}
\sigma^2&=\big\langle\langle(s_b+u_b)^2\rangle_T\big\rangle_b\nonumber\\
&=\langle s_b^2\rangle_b+2\big\langle s_b\langle u_b\rangle_T\big\rangle_b+\langle v_b\rangle_b .
\end{align}
The middle term vanishes because $s_b$ was defined from the thermal mean, so $\langle u_b\rangle_T=0$ for each bond. Hence
\begin{equation}
\boxed{\sigma^2(T)=\sigma_s^2+\sigma_T^2(T)},\qquad
\sigma_s^2=\langle s_b^2\rangle_b,\quad \sigma_T^2=\langle v_b\rangle_b .
\label{eq:add}
\end{equation}
No Gaussian shape and no independence of $s_b$ and $v_b$ was used.

The shape requires more. For harmonic bonds,
\begin{equation}
\langle e^{iq(r-R)}\rangle=\big\langle e^{iqs_b}e^{-q^2v_b/2}\big\rangle_b .
\end{equation}
If all $v_b$ equal $\sigma_T^2$, the thermal factor leaves the average. If the $s_b$ are also Gaussian, the result is $e^{-q^2(\sigma_s^2+\sigma_T^2)/2}$, and the peak is a Gaussian of variance $\sigma^2$. Widths then add in quadrature.

Two departures show what the Gaussian limit leaves out. First, let longer bonds be softer. Odd moments of $u_b$ vanish, so the third cumulant is
\begin{equation}
\kappa_3=\langle s_b^3\rangle_b+3\langle s_bv_b\rangle_b .
\end{equation}
The second term skews the peak even when the static distribution is symmetric. Second, let half the bonds have $s_b=+d$ and half $-d$, with common $v$. Then
\begin{equation}
\kappa_4=(d^4+6d^2v+3v^2)-3(d^2+v)^2=-2d^4 .
\end{equation}
For $d=0.05$ Å and $v=3.6\times10^{-3}$ Å$^2$ the variances still add, to $6.1\times10^{-3}$ Å$^2$, although the peak is not Gaussian.

\section{Separation with one frequency}

Return to a single $\theta$. For $T\ll\theta$, Eq.~\eqref{eq:v} tends to the zero-point variance $C/(2\theta)$, so the cold plateau of $\sigma^2$ is $\sigma_s^2+C/(2\theta)$. Both terms are constant there. For high $T$, $\coth x=1/x+x/3-x^3/45+\dots$ with $x=\theta/2T$ gives
\begin{equation}
v=\frac{CT}{\theta^2}+\frac{C}{12T}-\frac{C\theta^2}{720T^3}+\dots
\label{eq:high}
\end{equation}
The first term is the classical $k_BT/(\mu\omega^2)$. There is no constant term: the thermal asymptote passes through the origin, and that of $\sigma^2$ meets $T=0$ at $\sigma_s^2$.

Two temperatures $T_1<T_2$ are enough in this model. Subtraction removes the static term:
\begin{equation}
D\equiv\sigma^2(T_2)-\sigma^2(T_1)=\int_{T_1}^{T_2}\frac{C}{4T^2}\,
\frac{dT}{\sinh^2(\theta/2T)} .
\end{equation}
The integrand is $\partial v/\partial T$. It falls as $\theta$ rises, so $D$ decreases strictly from infinity at $\theta\to0$ to zero at $\theta\to\infty$. Each positive $D$ fixes one $\theta$, and then $\sigma_s^2=\sigma^2(T_1)-v(\theta,T_1)$.

This is why temperature separates the two parts. The same frequency sets both the thermal rise and the zero-point width, while frozen displacements contribute to neither.

\section{A network with many modes}

In a harmonic network each bond takes part in many normal modes. Write $u_b=\sum_m c_{bm}Q_m$, where $Q_m$ is a mass-weighted mode coordinate with thermal variance $(\hbar/2\omega_m)\coth(\hbar\omega_m/2k_BT)$. For atoms $i,j$ of masses $M_i,M_j$ and bond direction $\hat{\mathbf n}$,
\begin{equation}
c_{bm}=\hat{\mathbf n}\cdot\left(\frac{\mathbf e_{jm}}{\sqrt{M_j}}-\frac{\mathbf e_{im}}{\sqrt{M_i}}\right).
\end{equation}
The modes are independent, so their characteristic functions multiply and $u_b$ remains Gaussian. Completeness of the orthonormal eigenvectors removes the cross term between different atoms:
\begin{equation}
\sum_mc_{bm}^2=\frac1{M_i}+\frac1{M_j}=\frac1\mu .
\end{equation}
Rigid translations and, in a free network, rigid rotations leave the bond length unchanged; they have $c_{bm}=0$ and need no term. For bonds of equal $\mu$, define $W_m=\mu\langle c_{bm}^2\rangle_b$. Then
\begin{equation}
\sigma_T^2=\sum_mW_m\,v(\theta_m,T),\qquad \sum_mW_m=1 .
\label{eq:modes}
\end{equation}
Averaging Eq.~\eqref{eq:high} with these weights changes the slope and the $T^{-3}$ term but leaves $C/(12T)$ untouched. The first quantum correction therefore depends on the reduced mass alone, and the asymptote of $\sigma^2$ still meets $T=0$ at $\sigma_s^2$, whatever the harmonic spectrum.

At finite temperature one can draw a straight line through two measurements and read its intercept,
\begin{equation}
I=\frac{T_2\sigma^2(T_1)-T_1\sigma^2(T_2)}{T_2-T_1}.
\end{equation}
A constant passes through this formula unchanged, so the error of $I$ comes from the thermal part. It is non-negative if $v/T$ falls with $T$. Now $v/T=(C/\theta^2)\,x\coth x$, and
\begin{equation}
\frac{d}{dx}(x\coth x)=\frac{\sinh x\cosh x-x}{\sinh^2x}>0 .
\end{equation}
Since $x$ falls with $T$, so does $v/T$: the raw intercept is an upper bound on $\sigma_s^2$.

Next subtract $C/(12T)$ from each measurement. The relevant function becomes $(C/\theta^2)(x\coth x-x^2/3)$. It falls with $x$ if $\sinh x\cosh x-x<\tfrac23x\sinh^2x$. With $t=2x$ this reads
\begin{equation}
\sinh t-t<\frac t3(\cosh t-1).
\end{equation}
The coefficients of $t^{2k+1}$ are $1/(2k+1)!$ on the left and $1/[3(2k)!]$ on the right. They are equal for $k=1$, and the right one is larger for $k>1$, so the inequality holds. The error has changed sign: the corrected intercept is a lower bound. It is useful only when $T_1$ is not far below the mode temperatures; at low $T_1$ the subtracted term $C/(12T_1)$ can exceed the measured variance, and the bound becomes negative.

\section{What a single Einstein temperature does to a spectrum}

The two-temperature inversion can also be applied when the modes differ. Let $A=v(\theta,T_1)$ and $B=v(\theta,T_2)$ for one mode, and regard $A$ as a function of the rise $B-A$. If this function is concave, Jensen's inequality shows that a single mode reproducing the average rise has at least the average $A$. The inversion then removes too much thermal variance.

To prove concavity, put $z=C/(2\theta)$. Differentiating $z\coth x$, with $x\propto1/z$ at fixed $T$, gives
\begin{equation}
\frac{dv}{dz}=L(x),\qquad L=\coth x+\frac{x}{\sinh^2x}.
\end{equation}
With $x_i=\theta/2T_i$, the slope is
\begin{equation}
\frac{dA}{d(B-A)}=\frac{1}{L(x_2)/L(x_1)-1}.
\end{equation}
Because $L'=-2x\coth x/\sinh^2x<0$ and $x_2<x_1$, the denominator is positive and the rise grows with $z$. Concavity requires $L(x_2)/L(x_1)$ to grow with $z$, that is, to fall with $\theta$. The derivative of its logarithm with respect to $\ln\theta$ is $G(x_2)-G(x_1)$, where
\begin{equation}
G=\frac{xL'}{L}=-\frac{2}{(\sinh x/x)^2+\tanh x/x}.
\end{equation}
It remains to show that this denominator increases. The series $(\sinh x/x)^2=1+x^2/3+\dots$ has positive coefficients, so its derivative exceeds $2x/3$. The other derivative is $-(\tanh x-x\,\mathrm{sech}^2x)/x^2$. Its bracket vanishes at $x=0$ and has derivative $2x\,\mathrm{sech}^2x\tanh x\le2x^2$, hence is at most $2x^3/3$. The derivative of $\tanh x/x$ is thus no lower than $-2x/3$, and the sum is positive. So $G$ increases, $G(x_2)<G(x_1)$, and concavity follows.

The Einstein inversion is therefore a lower bound on $\sigma_s^2$ for any harmonic spectrum. Both lower bounds and the upper bound also held in 300 numerical trials with random six-mode spectra.

\section{A disordered chain with a known answer}

A free chain of 401 atoms of mass 72 u gives 400 bonds with $\mu=36$ u and $C=1.3475$ Å$^2$ K. The chosen Gaussian static width is 0.05 Å; the finite sample has $\sigma_s^2=2.492\times10^{-3}$ Å$^2$. The stiffness is $k_b=8\,e^{-2s_b}$ eV/Å$^2$, with $s_b$ in Å, so longer bonds are softer. These are model parameters, and a chain is not a three-dimensional network. Its use is that the static part is known.

Its classical limit can be checked separately. The energy $\frac12\sum_bk_bu_b^2$ makes the bond coordinates independent, so $v_b=k_BT/k_b$. The classical slope is $k_B\langle1/k_b\rangle=10.83\times10^{-6}$ Å$^2$/K. At 300 K this gives $3.248\times10^{-3}$ Å$^2$; adding $C/(12T)=0.374\times10^{-3}$ Å$^2$ gives $3.622\times10^{-3}$ Å$^2$. The full mode sum is $3.610\times10^{-3}$ Å$^2$, slightly lower, as the negative $T^{-3}$ term requires.

In units of $10^{-3}$ Å$^2$, the total at 300 K is
\begin{equation}
2.492+3.610=6.102 .
\end{equation}
The corresponding full widths at half maximum for Gaussians are 0.118 Å static, 0.141 Å thermal and 0.184 Å total. In this harmonic model, which omits the thermal skewness of an anharmonic bond potential, the softening of long bonds produces a skewness of 0.10, and the actual density departs from the Gaussian of equal variance by at most 2.4\% of that Gaussian's peak height.

At 20 K the total is $4.218\times10^{-3}$ Å$^2$. Reading this plateau as static disorder would overestimate $\sigma_s^2$ by 69\%. The Einstein inversion of the 20 and 300 K data gives $\theta=340$ K and a zero-point variance of 1.982, against the true 1.717, in the same units. The static estimate is $4.218-1.982=2.236$, which is 10\% low. The frequency spread causes this error, in the direction just proved. The spread here is mainly the broad band of a one-dimensional chain, present without any disorder, so the 10\% belongs to this model; a tetrahedral network, whose bond-stretching weight is concentrated in a narrower range of frequencies, gives a smaller error.

The pair 300 and 400 K does better in this noiseless model, provided the quantum part of the thermal variance is taken into account; the raw intercept alone does worse. The total at 400 K is 7.098, and
\begin{equation}
I=\frac{400(6.1015)-300(7.0975)}{100}=3.11,
\end{equation}
which is 25\% high. Subtracting $C/(12T)$ first gives 2.46, or 1.3\% low. The Einstein inversion gives 2.48, or 0.4\% low. At these temperatures the Einstein model and the true spectrum share the zero intercept and the $C/(12T)$ term, and differ in shape first at order $T^{-3}$. The corrected and raw intercepts bracket the true 2.49.

\section{When the static part does not stay static}

The warm pair has a cost. Independent errors of equal size in the two variances are multiplied in $I$ by
\begin{equation}
\frac{\sqrt{T_1^2+T_2^2}}{T_2-T_1}=5.0 .
\end{equation}
To keep the resulting uncertainty near 10\% of $\sigma_s^2$, each variance must be known to about $0.05\times10^{-3}$ Å$^2$. A wider temperature interval reduces this amplification, but a colder lower point makes the answer depend more on the spectrum.

Annealing between the measurements introduces a bias. If the static variance drops by $\delta$ while the vibrations stay the same, $\sigma^2(T_2)$ falls by $\delta$ and the intercept rises by
\begin{equation}
\Delta I=\frac{T_1\delta}{T_2-T_1}.
\end{equation}
For 300 and 400 K this is $3\delta$. In the chain, a 10\% loss, $\delta=0.249\times10^{-3}$ Å$^2$, raises the corrected estimate from 2.46 to $3.21\times10^{-3}$ Å$^2$. The network has become more ordered, yet the analysis reports 29\% more static variance than it had at the start. Repeating the lower-temperature measurement after the excursion to $T_2$ exposes such an irreversible change.

Reversible changes can also matter. If thermal expansion differs between bonds, $s_b\to s_b+\alpha_bT$, with $\alpha_b$ measured from its average, then
\begin{equation}
\sigma_s^2\to\sigma_s^2+2T\langle s_b\alpha_b\rangle_b+T^2\langle\alpha_b^2\rangle_b .
\end{equation}
The linear term alters the slope but not the intercept; the quadratic term shifts $I$ by $-T_1T_2\langle\alpha_b^2\rangle_b$. The harmonic bounds are then no longer guaranteed for the static variance at the measuring temperatures. They also assume strictly harmonic motion along the bond, with frequencies that do not change with temperature. Any term $aT^2$ in the thermal variance shifts $I$ by $-aT_1T_2$. A bond potential whose curvature falls as $k\,e^{-2u}$, with $u$ in Å, adds classically $2(k_BT/k)^2$, which lowers $I$ for 300 and 400 K by about $0.03\times10^{-3}$ Å$^2$, or 1\% of $\sigma_s^2$; the transverse correction dropped at the start lowers it by about 0.5\%. The 0.4\% and 1.3\% errors found above are therefore those of the harmonic chain only. Finally, a temperature-independent instrumental variance is indistinguishable from $\sigma_s^2$ in this analysis and must be removed separately. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
Chain: 401 atoms, 400 bonds
Atom mass: 72.0 u
Reduced mass: 36.0 u
Mean bond length R: 2.50 A
Stiffness at mean length: 8.00 eV/A^2
Softening exponent: 2.00 1/A
Chosen static width: 0.050 A
C = hbar^2/(mu kB): 1.3475 A^2 K
True static variance of the sample: 2.4919 1e-3 A^2
Zero-point variance: 1.7171 1e-3 A^2
T=20 K: thermal 1.7261, total 4.2180 1e-3 A^2
T=100 K: thermal 1.9672, total 4.4591 1e-3 A^2
T=200 K: thermal 2.6873, total 5.1792 1e-3 A^2
T=300 K: thermal 3.6096, total 6.1015 1e-3 A^2
T=400 K: thermal 4.6056, total 7.0975 1e-3 A^2
High-T slope kB<1/k>: 10.8255 1e-6 A^2/K
Quantum term C/(12T) at 300 K: 0.3743 1e-3 A^2
FWHM static only: 0.1176 A
FWHM thermal only, 300 K: 0.1415 A
FWHM total, 300 K: 0.1839 A
Third cumulant, 300 K: 4.8667 1e-5 A^3
Skewness, 300 K: 0.1021
Largest shape error / Gaussian peak: 2.39 %
Static part from 300 K alone if theta=300 K: 1.2417 1e-3 A^2
Static part from 300 K alone if theta=400 K: 3.2113 1e-3 A^2
Einstein temperature, 20/300 K: 339.9 K
Einstein zero-point variance, 20/300 K: 1.9822 1e-3 A^2
Einstein temperature, 300/400 K: 352.4 K
Static, Einstein 20/300 K: 2.2358 1e-3 A^2, error -10.28 %
Static, Einstein 300/400 K: 2.4811 1e-3 A^2, error -0.43 %
Static, Raw line 300/400 K: 3.1135 1e-3 A^2, error +24.94 %
Static, Corrected line 300/400 K: 2.4585 1e-3 A^2, error -1.34 %
Static, Corrected line with relaxation: 3.2060 1e-3 A^2, error +28.66 %
Static variance lost in relaxation: 0.2492 1e-3 A^2
Error amplification, 300/400 K line: 5.00
Geometry test: parallel variance: 3.6000 1e-3 A^2
Geometry test: perpendicular variance: 12.0000 1e-3 A^2
Geometry test: full distance variance: 3.6091 1e-3 A^2
Geometry test: mean shift: 0.00479 A
Two-length test: half splitting: 0.050 A
Two-length test: thermal variance: 3.6000 1e-3 A^2
Two-length test: total variance: 6.1000 1e-3 A^2
Two-length test: fourth cumulant: -1.2500 1e-5 A^4
Oscillator density error: 2.8e-15 (dimensionless)
Convolution density error: 1.0e-15 (dimensionless)
\end{verbatim}
